# Rayleigh depolarization and the polarizability anisotropy of N2 and CO2: a program that tests the result

```python
# Result under test: for light polarized along z, travelling along x and viewed
# along y, a gas of randomly oriented molecules has the depolarization ratio
#     rho = I_x / I_z = 3 gamma^2 / (45 alpha^2 + 4 gamma^2).
# alpha: mean polarizability; gamma: polarizability anisotropy, with
# gamma^2 = half the sum of squared differences of the principal values.
# Rotational Raman wings are included in both intensities.
# Atomic units (a0^3) are used for polarizabilities unless labelled otherwise.
import numpy as np
from scipy import constants
from scipy.spatial.transform import Rotation
from pyscf import gto, scf, mp

X, Y, Z = 0, 1, 2

# Product quadrature over all rotations, exact for fourth-degree averages.
nodes, node_weights = np.polynomial.legendre.leggauss(6)
angles = 2 * np.pi * np.arange(8) / 8
euler, weights = [], []
for first in angles:
    for cosine, weight in zip(nodes, node_weights):
        for last in angles:
            euler.append([first, np.arccos(cosine), last])
            weights.append(weight / 2 / 64)
rotations = Rotation.from_euler("ZYZ", np.array(euler)).as_matrix()
weights = np.array(weights)


def rotated(tensor):
    return np.einsum("nia,ab,njb->nij", rotations, tensor, rotations)


def mean_square(tensor, i, j):
    return float(np.sum(weights * rotated(tensor)[:, i, j] ** 2))


def ratio_by_average(tensor):
    return mean_square(tensor, X, Z) / mean_square(tensor, Z, Z)


def ratio_formula(alpha, gamma):
    return 3 * gamma**2 / (45 * alpha**2 + 4 * gamma**2)


def gamma_from_ratio(alpha, rho):
    return alpha * np.sqrt(45 * rho / (3 - 4 * rho))


def linear_tensor(alpha, gamma):
    return np.diag([alpha - gamma / 3, alpha - gamma / 3, alpha + 2 * gamma / 3])


# Asymmetric model tensor: all 81 averages of products of traceless parts.
principal = np.array([7.0, 10.0, 16.0])
model = np.diag(principal)
alpha_m = principal.mean()
gamma_m = np.sqrt(0.5 * np.sum((principal - np.roll(principal, 1)) ** 2))
beta = rotated(model - alpha_m * np.eye(3))
average4 = np.einsum("n,nij,nkl->ijkl", weights, beta, beta)
d = np.eye(3)
predicted4 = gamma_m**2 / 15 * (
    np.einsum("ik,jl->ijkl", d, d) + np.einsum("il,jk->ijkl", d, d)
    - 2 / 3 * np.einsum("ij,kl->ijkl", d, d))
assert np.allclose(average4, predicted4, atol=1e-10)
assert np.allclose(np.einsum("n,nij->ij", weights, beta), 0, atol=1e-10)
perp_m, par_m = mean_square(model, X, Z), mean_square(model, Z, Z)
assert abs(perp_m - gamma_m**2 / 15) < 1e-10
assert abs(par_m - alpha_m**2 - 4 * gamma_m**2 / 45) < 1e-10
rho_m = ratio_by_average(model)
assert abs(rho_m - ratio_formula(alpha_m, gamma_m)) < 1e-12

# Elementary averages for the axis of a linear molecule.
axis = rotations[:, :, Z]
nz4 = np.sum(weights * axis[:, Z] ** 4)
nx2nz2 = np.sum(weights * axis[:, X] ** 2 * axis[:, Z] ** 2)
assert abs(nz4 - 1 / 5) < 1e-12 and abs(nx2nz2 - 1 / 15) < 1e-12

# Limits and the undetermined sign of gamma.
rod = ratio_by_average(np.diag([0.0, 0.0, 1.0]))
disc = ratio_by_average(np.diag([1.0, 1.0, 0.0]))
traceless = ratio_by_average(np.diag([-1.0, -1.0, 2.0]))
assert np.allclose([rod, disc, traceless], [1 / 3, 1 / 8, 3 / 4], atol=1e-12)
assert abs(ratio_by_average(linear_tensor(10, 6))
           - ratio_by_average(linear_tensor(10, -6))) < 1e-12
rng = np.random.default_rng(7)
for values in rng.random((100, 3)):
    assert ratio_by_average(np.diag(values)) <= 1 / 3 + 1e-12

# Waves from many molecules with random phases: intensities add on average.
samples, molecules = 20000, 20
direction = rng.normal(size=(samples, molecules, 3))
direction /= np.linalg.norm(direction, axis=2)[:, :, None]
phase = np.exp(2j * np.pi * rng.random((samples, molecules)))
wave_x = np.sum(phase * 6 * direction[:, :, X] * direction[:, :, Z], axis=1)
wave_z = np.sum(phase * (10 + 6 * (direction[:, :, Z] ** 2 - 1 / 3)), axis=1)
rho_waves = np.mean(abs(wave_x) ** 2) / np.mean(abs(wave_z) ** 2)
# The statistical error of the simulated ratio is about one percent.
assert abs(rho_waves / ratio_formula(10, 6) - 1) < 0.05


def natural_light_ratio(tensor):
    horizontal = mean_square(tensor, X, Z) + mean_square(tensor, X, Y)
    vertical = mean_square(tensor, Z, Z) + mean_square(tensor, Z, Y)
    return horizontal / vertical


def unshifted_line_ratio(alpha, gamma):
    # Time average of the tensor while the molecular axis turns in a plane.
    mean_tensor = np.zeros((3, 3))
    for angle in angles:
        n = np.array([np.cos(angle), np.sin(angle), 0.0])
        mean_tensor += (alpha - gamma / 3) * np.eye(3) + gamma * np.outer(n, n)
    return ratio_by_average(mean_tensor / len(angles))


FIELD = 0.004  # atomic units of electric field


def energies_in_field(mol, component, strength):
    """Return HF energy, MP2 energy and HF dipole along the component."""
    position = mol.intor("int1e_r")[component]
    core = scf.hf.get_hcore(mol) + strength * position
    mf = scf.RHF(mol)
    mf.chkfile = None
    mf.conv_tol = 1e-12
    mf.get_hcore = lambda *args: core
    hf_energy = mf.kernel()
    assert mf.converged
    correlation = mp.MP2(mf).kernel(with_t2=False)[0]
    # Nuclei are centred at the origin, so their dipole is zero.
    dipole = -np.einsum("ij,ji->", mf.make_rdm1(), position)
    return hf_energy, hf_energy + correlation, dipole


def computed_polarizability(geometry):
    mol = gto.M(atom=geometry, basis="aug-cc-pvdz", unit="Angstrom", verbose=0)
    hf0, mp0, _ = energies_in_field(mol, Z, 0.0)
    result = []
    for component in (Z, X):
        hf, mp2, dipole = energies_in_field(mol, component, FIELD)
        # Inversion symmetry makes the energy even in the field.
        from_energy = -2 * (hf - hf0) / FIELD**2
        # The two estimates differ by small higher-order field terms.
        assert abs(from_energy - dipole / FIELD) < 0.05
        result.append(-2 * (mp2 - mp0) / FIELD**2)
    return result


volume = (constants.physical_constants["Bohr radius"][0] * 1e10) ** 3
print(f"model principal values: {principal} a.u.")
print(f"model alpha, gamma: {alpha_m:.3f}, {gamma_m:.4f} a.u.")
print(f"model <a_xz^2>, <a_zz^2>: {perp_m:.4f}, {par_m:.4f} a.u.^2")
print(f"model rho: {rho_m:.5f} (dimensionless)")
print(f"axis averages <nz^4>, <nx^2 nz^2>: {nz4:.5f}, {nx2nz2:.5f}")
print(f"rho of rod, disc, traceless tensor: {rod:.4f}, {disc:.4f}, {traceless:.4f}")
print(f"random-phase rho, formula rho (alpha=10, gamma=6 a.u.): "
      f"{rho_waves:.4f}, {ratio_formula(10, 6):.4f}")
print(f"field strength: {FIELD} a.u.; 1 a.u. of polarizability = {volume:.6f} A^3")

n2_bond, co_bond, allowance = 1.10, 1.16, 0.001
cases = [
    ("N2", n2_bond, 0.010,
     [("N", (0, 0, -n2_bond / 2)), ("N", (0, 0, n2_bond / 2))]),
    ("CO2", co_bond, 0.040,
     [("O", (0, 0, -co_bond)), ("C", (0, 0, 0)), ("O", (0, 0, co_bond))]),
]
for name, bond, rho, geometry in cases:
    parallel, perpendicular = computed_polarizability(geometry)
    alpha = (parallel + 2 * perpendicular) / 3
    gamma_mp2 = parallel - perpendicular
    gamma = gamma_from_ratio(alpha, rho)
    low = gamma_from_ratio(alpha, rho - allowance)
    high = gamma_from_ratio(alpha, rho + allowance)
    tensor = linear_tensor(alpha, gamma)
    assert abs(ratio_by_average(tensor) - rho) < 1e-12
    slope = (high - low) / (2 * allowance * gamma)
    error_law = 1 / (2 * rho * (1 - 4 * rho / 3))
    # A finite step of up to ten percent in rho limits this comparison.
    assert abs(slope / error_law - 1) < 0.01
    natural = natural_light_ratio(tensor)
    assert abs(natural - 2 * rho / (1 + rho)) < 1e-12
    assert abs(natural - 6 * gamma**2 / (45 * alpha**2 + 7 * gamma**2)) < 1e-12
    line = unshifted_line_ratio(alpha, gamma)
    assert abs(line - 3 * gamma**2 / (180 * alpha**2 + 4 * gamma**2)) < 1e-12
    false_gamma = gamma_from_ratio(alpha, line)
    # Rough ratios and a static, finite-basis calculation justify 20 percent.
    assert gamma_mp2 > 0 and abs(gamma / gamma_mp2 - 1) < 0.20
    print(f"{name} bond length: {bond:.2f} A; rough input rho: "
          f"{rho:.3f} +/- {allowance:.3f}")
    print(f"{name} MP2 parallel, perpendicular: {parallel:.2f}, {perpendicular:.2f} a.u.")
    print(f"{name} MP2 mean alpha: {alpha:.2f} a.u. = {alpha * volume:.3f} A^3")
    print(f"{name} extracted gamma/alpha: {gamma / alpha:.4f}")
    print(f"{name} extracted gamma: {gamma:.2f} a.u. = {gamma * volume:.3f} A^3")
    print(f"{name} gamma range from rho allowance: {low:.2f} to {high:.2f} a.u.")
    print(f"{name} extracted parallel, perpendicular: "
          f"{tensor[Z, Z]:.2f}, {tensor[X, X]:.2f} a.u.")
    print(f"{name} MP2 gamma (comparison): {gamma_mp2:.2f} a.u.")
    print(f"{name} extracted/MP2 gamma - 1: {100 * (gamma / gamma_mp2 - 1):.1f} %")
    print(f"{name} rho for unpolarized light: {natural:.5f}")
    print(f"{name} rho of unshifted line alone: {line:.5f}")
    print(f"{name} false gamma from line-only rho: {false_gamma:.2f} a.u.")

print("done: every assertion held")
```

It prints:

```
model principal values: [ 7. 10. 16.] a.u.
model alpha, gamma: 11.000, 7.9373 a.u.
model <a_xz^2>, <a_zz^2>: 4.2000, 126.6000 a.u.^2
model rho: 0.03318 (dimensionless)
axis averages <nz^4>, <nx^2 nz^2>: 0.20000, 0.06667
rho of rod, disc, traceless tensor: 0.3333, 0.1250, 0.7500
random-phase rho, formula rho (alpha=10, gamma=6 a.u.): 0.0232, 0.0233
field strength: 0.004 a.u.; 1 a.u. of polarizability = 0.148185 A^3
N2 bond length: 1.10 A; rough input rho: 0.010 +/- 0.001
N2 MP2 parallel, perpendicular: 14.34, 9.93 a.u.
N2 MP2 mean alpha: 11.40 a.u. = 1.689 A^3
N2 extracted gamma/alpha: 0.3899
N2 extracted gamma: 4.44 a.u. = 0.659 A^3
N2 gamma range from rho allowance: 4.21 to 4.67 a.u.
N2 extracted parallel, perpendicular: 14.36, 9.92 a.u.
N2 MP2 gamma (comparison): 4.41 a.u.
N2 extracted/MP2 gamma - 1: 0.9 %
N2 rho for unpolarized light: 0.01980
N2 rho of unshifted line alone: 0.00253
N2 false gamma from line-only rho: 2.22 a.u.
CO2 bond length: 1.16 A; rough input rho: 0.040 +/- 0.001
CO2 MP2 parallel, perpendicular: 27.42, 12.16 a.u.
CO2 MP2 mean alpha: 17.25 a.u. = 2.556 A^3
CO2 extracted gamma/alpha: 0.7961
CO2 extracted gamma: 13.73 a.u. = 2.035 A^3
CO2 gamma range from rho allowance: 13.55 to 13.91 a.u.
CO2 extracted parallel, perpendicular: 26.41, 12.67 a.u.
CO2 MP2 gamma (comparison): 15.26 a.u.
CO2 extracted/MP2 gamma - 1: -10.0 %
CO2 rho for unpolarized light: 0.07692
CO2 rho of unshifted line alone: 0.01042
CO2 false gamma from line-only rho: 6.87 a.u.
done: every assertion held
```
